# Still's Generalised Born Limits and the Coulomb-Field Error near a Spherical Wall: test program

```python
"""
Result under test
-----------------
Still's generalised Born energy
    dG = -(1/2)(1/eps_in - 1/eps_out) sum_ij q_i q_j / f_ij,
    f_ij^2 = r^2 + R_i R_j exp(-r^2/(4 R_i R_j)),
has the Born limit (r -> 0) and the dielectrically screened Coulomb limit
(r -> infinity).  For a charge at distance s = x*A from the centre of a
spherical cavity of radius A, the Coulomb-field approximation (CFA) gives an
effective radius too large by a factor rising from 1 to 2/(1+beta),
beta = eps_in/eps_out, so the factor two belongs to a conducting exterior.

R is the perfect effective radius: it makes the one-charge formula
-(1/2)(1/eps_in - 1/eps_out) q^2/R equal to the exact self-energy.
Gaussian units in the tests; angstrom and kJ/mol in the printed example.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.special import eval_legendre

mp.mp.dps = 40
EPS_IN, EPS_OUT = 1.0, 80.0
BETA = EPS_IN / EPS_OUT
CONTRAST = 1 / EPS_IN - 1 / EPS_OUT
COULOMB = (const.e**2 / (4 * const.pi * const.epsilon_0)
           * const.N_A / const.angstrom / 1000)      # kJ/mol * angstrom


def still_f(r, radius_i, radius_j):
    r, product = mp.mpf(r), mp.mpf(radius_i) * mp.mpf(radius_j)
    return mp.sqrt(r**2 + product * mp.exp(-r**2 / (4 * product)))


def gb_energy(charges, positions, radii):
    """Polarisation energy of charges on a line, full double sum."""
    total = 0.0
    for qi, zi, ri in zip(charges, positions, radii):
        for qj, zj, rj in zip(charges, positions, radii):
            total += qi * qj / float(still_f(abs(zi - zj), ri, rj))
    return -0.5 * CONTRAST * total


def pair_energy(qi, qj, r, ri, rj):
    """Direct Coulomb energy in eps_in plus the generalised Born cross term."""
    return qi * qj * (1 / (EPS_IN * r) - CONTRAST / float(still_f(r, ri, rj)))


def inverse_cfa(x):
    """A/R_CFA from the closed formula."""
    if x == 0:
        return 1.0
    return 0.5 / (1 - x * x) + np.log((1 + x) / (1 - x)) / (4 * x)


def inverse_series(x, beta, terms):
    """A/R from the derived multipole series."""
    ell = np.arange(terms, dtype=float)
    return np.sum(x ** (2 * ell) / (1 + beta * ell / (ell + 1)))


def reaction_coefficients(x, eps_in, eps_out, terms=2000):
    """Reaction potential sum_l a_l r^l P_l inside the unit sphere, from
    continuity of the potential and of the normal displacement."""
    ell = np.arange(terms, dtype=float)
    source = x ** ell
    matrix = np.empty((terms, 2, 2))
    matrix[:, 0, 0] = 1
    matrix[:, 0, 1] = -1
    matrix[:, 1, 0] = ell * eps_in
    matrix[:, 1, 1] = (ell + 1) * eps_out
    rhs = np.stack([-source / eps_in, (ell + 1) * source], axis=1)
    return np.linalg.solve(matrix, rhs[:, :, None])[:, 0, 0]


def inverse_matched(x, eps_in, eps_out):
    """A/R from the self-energy of the matched boundary-value problem."""
    coefficients = reaction_coefficients(x, eps_in, eps_out)
    energy = 0.5 * np.sum(coefficients * x ** np.arange(len(coefficients)))
    return -2 * energy / (1 / eps_in - 1 / eps_out)


# --- Born limit: field energy outside an ion against the double sum
ion_radius = 2.0
born = -0.5 * CONTRAST * quad(lambda r: 1 / r**2, ion_radius, np.inf)[0]
assert abs(gb_energy([1.0], [0.0], [ion_radius]) - born) < 1e-10
merged = gb_energy([0.3, 0.7], [0.0, 1e-5], [ion_radius] * 2)
assert abs(merged - born) < 1e-9

# --- screened Coulomb limit, with the bound on the remainder
R1, R2 = 2.0, 3.0
for r in (1, 3, 6, 12, 20):
    gap = 1 / mp.mpf(r) - 1 / still_f(r, R1, R2)
    bound = R1 * R2 * mp.exp(-mp.mpf(r)**2 / (4 * R1 * R2)) / (2 * mp.mpf(r)**3)
    assert 0 < gap <= bound
assert abs(gap / bound - 1) < 1e-6
assert abs(pair_energy(1, -1, 40.0, R1, R2) * EPS_OUT * 40.0 + 1) < 1e-10

# --- CFA: exterior volume integral against the closed formula
for x in (0.3, 0.6, 0.9):
    integral = dblquad(
        lambda r, u: 0.5 * r**2 / (r**2 + x**2 - 2 * r * x * u)**2,
        -1, 1, 1, np.inf, epsabs=1e-9, epsrel=1e-9)[0]
    assert abs(integral / inverse_cfa(x) - 1) < 1e-6

# --- exact radius: boundary matching against series and image result
for x in (0.0, 0.3, 0.6, 0.9, 0.98):
    for eps_out in (2.0, 80.0):
        matched = inverse_matched(x, 1.0, eps_out)
        assert abs(matched / inverse_series(x, 1 / eps_out, 2000) - 1) < 1e-9
    conductor = inverse_matched(x, 1.0, 1e9)
    assert abs(conductor * (1 - x * x) - 1) < 1e-7
    # vanishing contrast: the CFA becomes exact
    weak = inverse_matched(x, 1.0, 1.0001)
    assert abs(weak / inverse_cfa(x) - 1) < 1e-4

# --- ratio R_CFA/R: bounds, monotonic rise, limit at the wall
for eps_out in (2.0, 80.0, 1e9):
    ratios = np.array([inverse_matched(x, 1.0, eps_out) / inverse_cfa(x)
                       for x in np.linspace(0, 0.98, 15)])
    assert abs(ratios[0] - 1) < 1e-7
    assert np.all(np.diff(ratios) > 0)
    assert ratios[-1] < 2 / (1 + 1 / eps_out)
x_wall = 1 - 1e-5
wall_ratios = {}
for beta in (0.5, BETA):
    wall_ratios[beta] = (inverse_series(x_wall, beta, 2000000)
                         / inverse_cfa(x_wall))
    # remaining distance from the limit is of order delta*log(1/delta)
    assert abs(wall_ratios[beta] - 2 / (1 + beta)) < 1e-3
for delta in (1e-2, 1e-3, 1e-4):
    x = 1 - delta
    ratio = 1 / ((1 - x * x) * inverse_cfa(x))
    # neglected terms are of order delta^2*log(1/delta) and delta^2
    assert abs(ratio - 2 / (1 + delta * np.log(2 / delta))) < 10 * delta**1.5

# --- planar wall at unit depth: CFA radius is four depths
plane = dblquad(lambda rho, z: 0.5 * rho / (rho**2 + z**2)**2,
                1, np.inf, 0, np.inf)[0]
assert abs(plane - 0.25) < 1e-6
assert abs(1 / inverse_matched(0.98, 1.0, 1e9) / 0.02 - 2) < 0.03

# --- slab cavity of unit half-width: sign of the CFA error, other shape


def slab_reaction(k, eps_out):
    matrix = np.array([[np.cosh(k), -1.0], [np.sinh(k), eps_out]])
    return np.linalg.solve(matrix, np.array([-np.exp(-k), np.exp(-k)]))[0]


slab_ratios = {}
for eps_out in (2.0, 80.0):
    beta = 1 / eps_out
    potential = quad(slab_reaction, 0, 30, args=(eps_out,), limit=200)[0]
    slab_inverse = -potential / (1 - beta)
    assert abs(slab_inverse - np.log(2 / (1 + beta)) / (1 - beta)) < 1e-7
    slab_ratios[eps_out] = slab_inverse / (2 * plane)
    assert slab_ratios[eps_out] > 1

# --- exact pair function in a sphere with conducting exterior
for xi, xj, cosine in ((0.5, 0.5, -1.0), (0.8, 0.6, 0.3), (0.7, 0.2, 0.9)):
    a = reaction_coefficients(xi, 1.0, 1e9, 400)
    ell = np.arange(400)
    exact_f = -1 / np.sum(a * xj**ell * eval_legendre(ell, cosine))
    r_squared = xi**2 + xj**2 - 2 * xi * xj * cosine
    formula = np.sqrt(r_squared + (1 - xi**2) * (1 - xj**2))
    assert abs(exact_f / formula - 1) < 1e-7
    still = float(still_f(np.sqrt(r_squared), 1 - xi**2, 1 - xj**2))
    assert still < exact_f

# --- worked example
print(f"eps_in = {EPS_IN:.0f}, eps_out = {EPS_OUT:.0f} (dimensionless)")
print(f"1/eps_in - 1/eps_out = {CONTRAST:.4f} (dimensionless)")
print(f"e^2/(4 pi eps0) = {COULOMB:.3f} kJ/mol angstrom")
print(f"Born energy, q = e, R = {ion_radius:.1f} angstrom: "
      f"{born * COULOMB:.2f} kJ/mol")
print(f"charges 0.3e and 0.7e merged, same R: {merged * COULOMB:.2f} kJ/mol")
print(f"Pair +e, -e with radii {R1:.1f} and {R2:.1f} angstrom")
print("r, f (angstrom); total pair, screened Coulomb (kJ/mol)")
for r in (2.0, 5.0, 10.0, 20.0):
    total = COULOMB * pair_energy(1, -1, r, R1, R2)
    screened = -COULOMB / (EPS_OUT * r)
    print(f"{r:5.1f} {float(still_f(r, R1, R2)):9.5f} "
          f"{total:10.4f} {screened:10.4f}")

A = 5.0
print(f"Unit charge in spherical cavity, A = {A:.1f} angstrom")
print("s, R, R_CFA (angstrom); R_CFA/R; dG, dG_CFA (kJ/mol)")
for s in (0.0, 2.5, 4.0, 4.5, 4.9):
    inverse_true = inverse_matched(s / A, EPS_IN, EPS_OUT) / A
    inverse_approx = inverse_cfa(s / A) / A
    prefactor = -0.5 * CONTRAST * COULOMB
    print(f"{s:4.1f} {1/inverse_true:8.4f} {1/inverse_approx:8.4f} "
          f"{inverse_true/inverse_approx:7.4f} "
          f"{prefactor*inverse_true:10.2f} {prefactor*inverse_approx:10.2f}")
print(f"limit 2/(1+beta) for eps_out/eps_in = 80: {2/(1+BETA):.4f}")
print(f"ratio at 1-s/A = 1e-5, same contrast: {wall_ratios[BETA]:.4f}")
print(f"limit 2/(1+beta) for eps_out/eps_in = 2: {2/(1+0.5):.4f}")
print(f"ratio at 1-s/A = 1e-5, same contrast: {wall_ratios[0.5]:.4f}")
print("Conducting exterior: 1-s/A, R_CFA/R, near-wall formula")
for delta in (1e-1, 1e-2, 1e-3, 1e-4):
    x = 1 - delta
    ratio = 1 / ((1 - x * x) * inverse_cfa(x))
    print(f"{delta:.0e} {ratio:8.5f} {2/(1+delta*np.log(2/delta)):8.5f}")
print(f"slab cavity, R_CFA/R at eps_out = 2: {slab_ratios[2.0]:.4f}")
print(f"slab cavity, R_CFA/R at eps_out = 80: {slab_ratios[80.0]:.4f}")

s = 2.5
separation = 2 * s
radius = A * (1 - (s / A)**2)
coefficients = reaction_coefficients(s / A, 1.0, 1e9, 400)
ell = np.arange(400)
f_exact = -A / np.sum(coefficients * (s / A)**ell * (-1.0)**ell)
f_still = float(still_f(separation, radius, radius))
print(f"Conducting exterior, A = {A:.1f}, charges at +/-{s:.1f} angstrom")
print(f"perfect radius of each charge: {radius:.4f} angstrom")
print(f"exact f = {f_exact:.4f} angstrom, Still f = {f_still:.4f} angstrom")
print(f"relative error of Still f: {100*(f_still/f_exact-1):.2f} percent")
print("every check passed")
```

Running it gives:

```
eps_in = 1, eps_out = 80 (dimensionless)
1/eps_in - 1/eps_out = 0.9875 (dimensionless)
e^2/(4 pi eps0) = 1389.355 kJ/mol angstrom
Born energy, q = e, R = 2.0 angstrom: -343.00 kJ/mol
charges 0.3e and 0.7e merged, same R: -343.00 kJ/mol
Pair +e, -e with radii 2.0 and 3.0 angstrom
r, f (angstrom); total pair, screened Coulomb (kJ/mol)
  2.0   3.01312  -239.3394    -8.6835
  5.0   5.20742   -14.4030    -3.4734
 10.0  10.00465    -1.8005    -1.7367
 20.0  20.00000    -0.8683    -0.8683
Unit charge in spherical cavity, A = 5.0 angstrom
s, R, R_CFA (angstrom); R_CFA/R; dG, dG_CFA (kJ/mol)
 0.0   5.0000   5.0000  1.0000    -137.20    -137.20
 2.5   3.7564   4.1119  1.0947    -182.62    -166.83
 4.0   1.8095   2.4090  1.3313    -379.10    -284.76
 4.5   0.9572   1.4495  1.5143    -716.64    -473.26
 4.9   0.2001   0.3624  1.8105   -3427.50   -1893.14
limit 2/(1+beta) for eps_out/eps_in = 80: 1.9753
ratio at 1-s/A = 1e-5, same contrast: 1.9751
limit 2/(1+beta) for eps_out/eps_in = 2: 1.3333
ratio at 1-s/A = 1e-5, same contrast: 1.3333
Conducting exterior: 1-s/A, R_CFA/R, near-wall formula
1e-01  1.52578  1.53897
1e-02  1.89897  1.89937
1e-03  1.98491  1.98491
1e-04  1.99802  1.99802
slab cavity, R_CFA/R at eps_out = 2: 1.1507
slab cavity, R_CFA/R at eps_out = 80: 1.3787
Conducting exterior, A = 5.0, charges at +/-2.5 angstrom
perfect radius of each charge: 3.7500 angstrom
exact f = 6.2500 angstrom, Still f = 5.8324 angstrom
relative error of Still f: -6.68 percent
every check passed
```
